# Initial permittivity slopes for discs, spheres and needles of void: verification in Python

```python
"""
Initial slope of the effective permittivity k of a host with dilute voids.
Result under test, for spheroidal voids with rotation axis along the field:
    S = dk/df at f=0 = k_h (1-k_h) / (k_h + N (1-k_h))
k_h : relative permittivity of the host;  voids have permittivity 1
f   : volume fraction of voids
r   : aspect ratio, semi-axis along the field / semi-axis across it
N   : depolarization factor along the field (disc 1, sphere 1/3, needle 0)
Independent roads: surface-charge quadrature for N, and a finite-volume
solution of Laplace's equation for one void in a closed capacitor.
All quantities are dimensionless; lengths are in units of a semi-axis.
"""
import numpy as np
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

K_HOST = 2.8
K_VOID = 1.0


def depolarization(r):
    """Closed form from matching in spheroidal coordinates."""
    if r == 1.0:
        return 1.0 / 3.0
    if r < 1.0:
        s = r / np.sqrt(1.0 - r * r)
        return (1.0 + s * s) * (1.0 - s * np.arctan2(1.0, s))
    s = r / np.sqrt(r * r - 1.0)
    return (np.arctanh(1.0 / s) * s - 1.0) / (r * r - 1.0)


def depolarization_from_charge(r):
    """Centre field of the surface charge of a uniformly polarized spheroid."""
    def integrand(u):
        return r * u * u / (1.0 - u * u + r * r * u * u) ** 1.5
    return quad(integrand, 0.0, 1.0, epsabs=1e-11, epsrel=1e-11, limit=300)[0]


def inner_field(n_dep):
    """Field in the void divided by the applied field."""
    return K_HOST / (K_HOST + n_dep * (K_VOID - K_HOST))


def slope(n_dep):
    return (K_VOID - K_HOST) * inner_field(n_dep)


def graded_edges(semi_axis, length, cells_per_axis):
    """Uniform cells over the void, growing cells out to the wall."""
    width = semi_axis / cells_per_axis
    edges = list(width * np.arange(int(1.2 * cells_per_axis) + 1))
    while edges[-1] < length:
        width *= 1.07
        edges.append(edges[-1] + width)
    edges[-1] = length
    return np.array(edges)


def capacitor(r, size, cells_per_axis=120):
    """One void in a cylinder with insulating side wall and metal end plates.
    Upper half only: potential 0 on the midplane and 'length' on the plate,
    so the mean field has magnitude 1.
    Returns volume fraction, secant slope (k-k_h)/f, field at void centre."""
    across, along = 1.0, r
    length = size * max(across, along)
    re = graded_edges(across, length, cells_per_axis)
    ze = graded_edges(along, length, cells_per_axis)
    dr, dz = np.diff(re), np.diff(ze)
    rc, zc = 0.5 * (re[1:] + re[:-1]), 0.5 * (ze[1:] + ze[:-1])
    void = (rc[:, None] / across) ** 2 + (zc[None, :] / along) ** 2 < 1.0
    perm = np.where(void, K_VOID, K_HOST)
    area = np.pi * np.diff(re ** 2)
    half_z = 0.5 * dz[None, :] / perm
    half_r = 0.5 * dr[:, None] / perm
    g_z = area[:, None] / (half_z[:, :-1] + half_z[:, 1:])
    side = 2.0 * np.pi * re[1:-1, None] * dz[None, :]
    g_r = side / (half_r[:-1, :] + half_r[1:, :])
    g_mid = area / half_z[:, 0]
    g_top = area / half_z[:, -1]
    index = np.arange(perm.size).reshape(perm.shape)
    p = np.concatenate([index[:, :-1].ravel(), index[:-1, :].ravel()])
    q = np.concatenate([index[:, 1:].ravel(), index[1:, :].ravel()])
    g = np.concatenate([g_z.ravel(), g_r.ravel()])
    diagonal = np.bincount(p, g, perm.size) + np.bincount(q, g, perm.size)
    diagonal[index[:, 0]] += g_mid
    diagonal[index[:, -1]] += g_top
    every = index.ravel()
    matrix = coo_matrix(
        (np.concatenate([-g, -g, diagonal]),
         (np.concatenate([p, q, every]), np.concatenate([q, p, every]))),
        shape=(perm.size, perm.size)).tocsc()
    source = np.zeros(perm.size)
    source[index[:, -1]] = g_top * length
    phi = spsolve(matrix, source).reshape(perm.shape)
    k_eff = np.sum(g_top * (length - phi[:, -1])) / (np.pi * length ** 2)
    volume = np.sum(area[:, None] * dz[None, :] * void)
    fraction = volume / (np.pi * length ** 3)
    centre = phi[0, 0] / zc[0]
    return fraction, (k_eff - K_HOST) / fraction, centre


def stack(f):
    """Layers crossed by the field one after another."""
    return 1.0 / ((1.0 - f) / K_HOST + f / K_VOID)


def columns(f):
    """Columns running from plate to plate along the field."""
    return (1.0 - f) * K_HOST + f * K_VOID


print(f"host permittivity k_h = {K_HOST:.2f} (dimensionless)")
print(f"void permittivity = {K_VOID:.2f} (dimensionless)")

# depolarization factor: closed form against surface-charge integral
worst = 0.0
for r in (0.1, 0.5, 1.0, 2.0, 10.0):
    worst = max(worst, abs(depolarization(r) - depolarization_from_charge(r)))
assert worst < 1e-7
print(f"largest error of N against charge integral = {worst:.1e}")

# asymptotic forms for thin discs and long needles
thin, long_r = 1e-4, 100.0
disc_coefficient = (1.0 - depolarization(thin)) / thin
assert abs(disc_coefficient - np.pi / 2) < 1e-3
needle_form = (np.log(2 * long_r) - 1.0) / long_r ** 2
assert abs(depolarization(long_r) / needle_form - 1.0) < 1e-3
print(f"(1-N)/r for r = 0.0001: {disc_coefficient:.4f}")
print(f"N for r = 100: {depolarization(long_r):.6f}")
print(f"[ln(2r)-1]/r^2 for r = 100: {needle_form:.6f}")

# shape limits against numerical derivatives of stack and column laws
step = 1e-5
stack_slope = (stack(step) - stack(-step)) / (2 * step)
column_slope = (columns(step) - columns(-step)) / (2 * step)
assert abs(slope(depolarization(1e-6)) - stack_slope) < 1e-4
assert abs(slope(depolarization(1e4)) - column_slope) < 1e-4
print(f"slope of series stack at f=0 = {stack_slope:.4f}")
print(f"slope of parallel columns at f=0 = {column_slope:.4f}")

# full field solution; 3 percent allows for the stepped void surface
# on the grid and for the finite size of the capacitor
print("capacitor with one void: numerical value | formula")
sphere_dilute = None
for name, r in (("disc", 0.2), ("sphere", 1.0), ("needle", 3.0)):
    fraction, secant, centre = capacitor(r, 6.0)
    n_dep = depolarization(r)
    print(f"{name} r = {r:.1f}: f = {fraction:.6f}, N = {n_dep:.4f}")
    print(f"  slope {secant:.3f} | {slope(n_dep):.3f}")
    print(f"  centre field/E0 {centre:.3f} | {inner_field(n_dep):.3f}")
    assert abs(secant / slope(n_dep) - 1.0) < 0.03
    assert abs(centre / inner_field(n_dep) - 1.0) < 0.03
    if name == "sphere":
        sphere_dilute = secant

# a smaller capacitor: the secant slope moves by a fraction of order f
fraction, secant, centre = capacitor(1.0, 2.0)
shift = secant / sphere_dilute - 1.0
assert abs(shift) < fraction
print(f"sphere, small capacitor: f = {fraction:.4f}, slope {secant:.3f}")
print(f"  relative change of slope = {100 * shift:.2f} percent")

# the three ideal shapes and the worked example
f_example = 0.02
print(f"worked example: void fraction f = {f_example:.2f}")
ideal = {"disc": 1.0, "sphere": depolarization(1.0), "needle": 0.0}
stated = {"disc": -5.04, "sphere": -2.29, "needle": -1.80}
for name, n_dep in ideal.items():
    s = slope(n_dep)
    assert abs(s - stated[name]) < 0.005
    k_linear = K_HOST + s * f_example
    print(f"ideal {name}: N = {n_dep:.4f}, E_in/E0 = {inner_field(n_dep):.4f}")
    print(f"  slope = {s:.4f}, linear k = {k_linear:.4f}, "
          f"drop = {100 * (1 - k_linear / K_HOST):.2f} percent")
print(f"series stack, exact k at this f = {stack(f_example):.4f}")
print(f"parallel columns, exact k at this f = {columns(f_example):.4f}")

# approach to the ideal shapes
print("finite aspect ratios:")
previous = -np.inf
for r in (0.001, 0.01, 0.1, 10.0, 100.0):
    n_dep = depolarization(r)
    s = slope(n_dep)
    assert stack_slope < s < column_slope and s > previous
    previous = s
    print(f"r = {r:g}: N = {n_dep:.5f}, slope = {s:.4f}")

print("done: every assertion held")
```

It prints:

```
host permittivity k_h = 2.80 (dimensionless)
void permittivity = 1.00 (dimensionless)
largest error of N against charge integral = 1.4e-16
(1-N)/r for r = 0.0001: 1.5706
N for r = 100: 0.000430
[ln(2r)-1]/r^2 for r = 100: 0.000430
slope of series stack at f=0 = -5.0400
slope of parallel columns at f=0 = -1.8000
capacitor with one void: numerical value | formula
disc r = 0.2: f = 0.000617, N = 0.7505
  slope -3.483 | -3.478
  centre field/E0 1.932 | 1.932
sphere r = 1.0: f = 0.003087, N = 0.3333
  slope -2.295 | -2.291
  centre field/E0 1.273 | 1.273
needle r = 3.0: f = 0.000343, N = 0.1087
  slope -1.940 | -1.935
  centre field/E0 1.075 | 1.075
sphere, small capacitor: f = 0.0833, slope -2.261
  relative change of slope = -1.46 percent
worked example: void fraction f = 0.02
ideal disc: N = 1.0000, E_in/E0 = 2.8000
  slope = -5.0400, linear k = 2.6992, drop = 3.60 percent
ideal sphere: N = 0.3333, E_in/E0 = 1.2727
  slope = -2.2909, linear k = 2.7542, drop = 1.64 percent
ideal needle: N = 0.0000, E_in/E0 = 1.0000
  slope = -1.8000, linear k = 2.7640, drop = 1.29 percent
series stack, exact k at this f = 2.7027
parallel columns, exact k at this f = 2.7640
finite aspect ratios:
r = 0.001: N = 0.99843, slope = -5.0258
r = 0.01: N = 0.98449, slope = -4.9031
r = 0.1: N = 0.86080, slope = -4.0302
r = 10: N = 0.02029, slope = -1.8238
r = 100: N = 0.00043, slope = -1.8005
done: every assertion held
```
